# Kolmogorov-Avrami-Ishibashi switching from the probability of an empty space-time cone, part 2

A ferroelectric, initially in one polarization state, is switched by a constant field applied at $t=0$; switched material does not switch back. Reversed domains start with negligible radius and grow as $d$-dimensional balls at constant wall speed $v$. There are $N$ nuclei per unit volume at $t=0$, and later ones appear at the rate $J$ per unit volume and time ("volume" means area for $d=2$). The switched fraction, averaged over realizations, is

$$f(t)=1-e^{-A(t)},\qquad
A(t)=C_dv^d\left[N t^d+\frac{J t^{d+1}}{d+1}\right].\tag{1}$$

Here $C_1=2$, $C_2=\pi$, $C_3=4\pi/3$. The two terms of $A$ are called $A_N$ and $A_J$. $A$ is the mean number of nuclei in the backward space-time cone of a point, that is, of those able to reach it by time $t$.

This count includes phantoms, fictitious nuclei in already switched material. They do no harm: if the domain of a real nucleus $i$, born at $\mathbf x_i$ at time $\tau_i$, already covers the position $\mathbf x_j$ of a phantom $j$ at its birth time $\tau_j$, the triangle inequality shows that $i$ reaches every point no later than $j$ would.

When only one kind of nucleation acts,

$$f(t)=1-\exp\left[-\left(\frac t{t_0}\right)^n\right],\tag{2}$$

with $n=d$ for initial nuclei and $n=d+1$ for steady nucleation; $n$ is the Avrami exponent.

The example is a film with $d=2$, $J=10^{21}\ \mathrm{m^{-2}\,s^{-1}}$ and $v=1$ m/s. For $N=0$, $A=\pi Jv^2t^3/3=(t/t_0)^3$ with $t_0=98.5$ ns. The film simulations use a periodic cell of side 800 nm and 300 independent runs.

### The switching current

Let $P_r$ be the magnitude of the remanent polarization. Unswitched material carries $-P_r$ and switched material $+P_r$, so the mean polarization is

$$P=-P_r(1-f)+P_rf=-P_r+2P_rf .$$

The reversal current density, taken positive along the new polarization, is

$$j=\frac{dP}{dt}=2P_r\frac{df}{dt}=2P_r\,(1-f)\,\frac{dA}{dt}.$$

The last form follows from $df/dt=e^{-A}dA/dt$. The linear dielectric charging current is not included. The field in the film, and with it $J$ and $v$, is taken to stay fixed while this current flows. In a real capacitor a series resistance or a depolarizing field lowers the field during reversal and reshapes the pulse. The factor $dA/dt$ increases as more and longer walls sweep the film, while $1-f$ decreases as the material left to switch runs out. For $n>1$ their product has a maximum.

To find it, put $x=t/t_0$ in equation (2):

$$\frac{df}{dt}=\frac n{t_0}x^{n-1}e^{-x^n},$$

$$\frac{d}{dx}\left(x^{n-1}e^{-x^n}\right)=x^{n-2}e^{-x^n}\left[(n-1)-nx^n\right].$$

The bracket is positive for small $x$ and changes sign once, at $x^n=(n-1)/n$. The maximum therefore lies at

$$t_p=t_0\left(\frac{n-1}{n}\right)^{1/n},\qquad
f(t_p)=1-e^{-(n-1)/n}.$$

As $n\to1$ the peak moves to $t=0$, and the current becomes a decaying exponential.

For $n=3$ this gives $t_p=(2/3)^{1/3}\times98.5\ \mathrm{ns}=86.0$ ns and $f(t_p)=1-e^{-2/3}=0.487$. With the model value $P_r=0.2\ \mathrm{C/m^2}$ the peak height is

$$j_p=2P_r\,\frac3{t_0}\left(\frac23\right)^{2/3}e^{-2/3}
=4.77\times10^6\ \mathrm{A/m^2}=477\ \mathrm{A/cm^2}.$$

The time, height and switched fraction at the peak were tested against a numerical derivative of $f(t)$. The charge under the whole current curve is $2P_r\int_0^\infty(df/dt)\,dt=2P_r$ per unit area, because $f$ runs from 0 to 1.

### Both kinds of nucleation together

Now add $N=3\times10^{13}\ \mathrm{m^{-2}}$ initial nuclei. The exponent is no longer a single power, but a local slope can still be defined:

$$n_{\rm loc}=\frac{d\ln A}{d\ln t}=\frac tA\frac{dA}{dt}.$$

Since $t\,dA_N/dt=d\,A_N$ and $t\,dA_J/dt=(d+1)A_J$,

$$n_{\rm loc}=\frac{d\,A_N+(d+1)A_J}{A_N+A_J}.$$

This is an average of $d$ and $d+1$ with weights $A_N$ and $A_J$. For $d=2$ the weights are in the ratio

$$\frac{A_J}{A_N}=\frac{\pi Jv^2t^3/3}{\pi Nv^2t^2}=\frac{Jt}{3N}.$$

Initial nuclei dominate at first, and later nuclei take over around $t=3N/J$. At 10 ns the weights are 0.0094 and 0.0010, and the slope is 2.10. At 100 ns they are 0.94 and 1.05, and

$$n_{\rm loc}=\frac{2(0.94)+3(1.05)}{0.94+1.05}=2.53 .$$

At 1000 ns the slope is 2.92, but $A$ then exceeds 1000 and practically nothing is left to switch. In this example the limit $n=3$ exists in the formula but could not be observed. A fitted exponent between 2 and 3 can thus arise from two mechanisms acting together, without a fractional growth dimension.

The simulation gives $0.858\pm0.003$ at 100 ns, against 0.863 from equation (1). At 40 ns it gives $0.190\pm0.002$ against 0.196, a deviation of about three standard errors. This is larger than expected for a typical sample, though inside the test's limit of 4.5 standard errors. The three times compared come from the same runs, so their deviations are not independent. With initial nuclei alone the simulated values lie slightly above the formula, not below it. In all these runs the phantoms left every switching time unchanged, and the cell is wide enough that a domain does not meet its own periodic image by 100 ns. I therefore attribute the deviation to sampling.

### A finite starting radius

A real nucleus has a finite radius $r_c$ when it begins to grow. The phantom argument then needs amending. A phantom centred just inside an existing wall would protrude beyond it at birth, because its own radius is added at once. The count over all space can therefore exceed the true switched fraction.

The true fraction can still be enclosed between two bounds. Let every domain have the radius $r_c+v(t-\tau)$ from birth onward, and let a nucleus be real if its centre lies in unswitched material. Counting all events, phantoms included, can only add switched area. This gives an upper bound with the exponent

$$A_+=\pi J\int_0^t(r_c+vu)^2du=\frac{\pi J}{3v}\left[(r_c+vt)^3-r_c^3\right].$$

For the lower bound, consider all events with zero starting radius, and suppose that one of them, $j$, covers $\mathbf x$ at time $t$, so that $|\mathbf x-\mathbf x_j|\le v(t-\tau_j)$. If $j$ is real, its actual, larger domain covers $\mathbf x$ too. If $j$ is a phantom, a real nucleus $i$ had covered its centre, so $|\mathbf x_j-\mathbf x_i|\le r_c+v(\tau_j-\tau_i)$. Adding the two inequalities gives

$$|\mathbf x-\mathbf x_i|\le v(t-\tau_j)+r_c+v(\tau_j-\tau_i)=r_c+v(t-\tau_i),$$

and the real domain $i$ covers $\mathbf x$. The true fraction is thus at least that of equation (1) with $r_c=0$:

$$1-e^{-A}\le f\le1-e^{-A_+}.$$

Expanding the cube shows how far apart the bounds are:

$$\frac{A_+}{A}=1+\frac{3r_c}{vt}+3\left(\frac{r_c}{vt}\right)^2 .$$

Once $vt\gg3r_c$, the starting radius changes the exponent by only a small fraction of its value, and its effect on $f$ is small. The difference $A_+-A$ nevertheless grows with time, and with it the ratio $e^{A_+-A}$ of the two bounds on the unswitched remainder. For the present $J$ and $v$ and $r_c=2$ nm this ratio reaches 2 only at about 331 ns, when the remainder itself is of order $10^{-17}$. For $r_c=2$ nm and $t=t_0$, where $vt_0=98.5$ nm, the bounds on $f$ are 0.632 and 0.654. The simulation gives $0.654\pm0.004$. It favours the upper end of the interval but does not resolve the distance from the upper bound. That distance is expected to be very small. Only phantoms centred within $r_c$ of a wall protrude. Their number per unit area is about $Jr_cf/v\approx1.3\times10^{12}\ \mathrm{m^{-2}}$, roughly 1% of the events up to $t_0$, and each adds only a sliver no wider than $r_c$. The ordering of the switching times behind the two bounds was tested at every sampled point. Both bounds assume that a wall moves at the full speed $v$ from the radius $r_c$ onward. In a real film a domain close to the critical radius grows more slowly because of the curvature of its wall, and the lower bound then need not hold.

### Walls whose speed changes

If the speed depends on time but is the same for all walls at a given moment, the argument survives. Let $S(t)=\int_0^tv(t')\,dt'$. A nucleus born at $\tau$ has the radius $S(t)-S(\tau)$. A phantom $j$ inside domain $i$ satisfies $|\mathbf x_j-\mathbf x_i|\le S(\tau_j)-S(\tau_i)$, and if $j$ would reach $\mathbf x$ by time $t$, then

$$|\mathbf x-\mathbf x_i|\le[S(t)-S(\tau_j)]+[S(\tau_j)-S(\tau_i)]=S(t)-S(\tau_i).$$

The real domain has arrived as well. A field that varies in time but is uniform in space can be treated in this way, with the exponent $\int_0^tJ(\tau)\,C_d[S(t)-S(\tau)]^d\,d\tau$ for the nuclei that form after $t=0$.

The argument fails if a wall slows down with the age of its own domain. Take the radius $\sqrt{K(t-\tau)}$, where $K$ is a constant. Let a real nucleus start at the origin at time 0, and let a phantom appear inside its domain at time $\tau_j$, at distance $b>0$ from the origin. Along the ray from the origin through the phantom, the real wall is at $\sqrt{Kt}$ and the phantom's wall would be at $b+\sqrt{K(t-\tau_j)}$. The lead of the real wall is

$$\sqrt{Kt}-\sqrt{K(t-\tau_j)}-b
=\frac{K\tau_j}{\sqrt{Kt}+\sqrt{K(t-\tau_j)}}-b .$$

The fraction tends to zero at long times, so the lead becomes negative: the younger, faster wall overtakes. In a simulation with $K$ chosen to give a radius of 100 nm at an age of 100 ns, and with nuclei generated for 150 ns, a phantom would have been first at 7.1% of the sampled points. For such growth the Poisson count overestimates the switched fraction. The 7.1% is the share of points whose switching time changes, not the error in $f$. For these parameters the excess in $f$ is only about 0.01 or less up to 120 ns.

### An isolated grain

In a polycrystalline film a grain boundary may stop a wall. Consider the extreme case of a square grain of side $a$ that no wall can enter or leave. Only events inside the grain can now reach a point $\mathbf x$ in it, and the cone is cut off at the edges:

$$A(\mathbf x,t)=J\int_{\rm grain}\max\left(0,\;t-\frac{|\mathbf x-\mathbf x'|}{v}\right)d^2x' .$$

The integrand is the span of birth times that allow a nucleus at $\mathbf x'$ to reach $\mathbf x$ by time $t$. The grain is convex, so the straight paths used in the phantom argument remain inside it.

No two points of the grain are farther apart than $\sqrt2\,a$. For $t>\sqrt2\,a/v$ the maximum is therefore always its second entry, and

$$A(\mathbf x,t)=Ja^2\left(t-\frac{\bar r(\mathbf x)}v\right),$$

where $\bar r(\mathbf x)\le\sqrt2\,a$ is the mean distance from $\mathbf x$ to the points of the grain. The travel time changes the exponent by at most $\sqrt2\,Ja^3/v$. If $Ja^3/v\ll1$, this is negligible and

$$1-f(t)\approx e^{-Ja^2t}.$$

At times much longer than $a/v$ the Avrami exponent is therefore close to 1, although the domains still grow in two dimensions. The grain waits for its first nucleus and is then swept almost at once.

For $a=20$ nm, $Ja^3/v=0.008$. The mean wait is

$$\frac1{Ja^2}=\frac1{(10^{21}\ \mathrm{m^{-2}s^{-1}})(20\times10^{-9}\ \mathrm m)^2}=2500\ \mathrm{ns},$$

while a wall needs 20 ns to travel the length of one side. Direct sampling at 2500 ns leaves an unswitched fraction of 0.367, against $e^{-1}=0.368$. The travel time can only raise this fraction above the exponential, so the small deficit reflects sampling scatter and does not measure the delay.

The waiting time is 25 times the $t_0$ of the continuous film, with the same $J$ and $v$. By the time $t_0$, a point in the continuous film can have been reached by nuclei up to 98.5 nm away; in the isolated grain it depends on those within its own small area. If a film consists of many such grains with different values of $Ja^2$, its switched fraction is the area-weighted average of $1-e^{-Ja^2t}$, which in general is not of the form (2). How far a given film approaches this limit depends on how well its boundaries stop walls, and the present model does not determine that.

The numerical output below lists the comparisons at the other times and for each kind of nucleation.

## Numbers as computed

```
Exponent A for J = v = t = 1: cell product, formula
  d = 1: 0.9990, 1.0000
  d = 2: 1.0456, 1.0472
  d = 3: 1.0437, 1.0472
Inputs: J = 1.0e+21 m^-2 s^-1, N = 3.0e+13 m^-2, v = 1.0 m/s
  P_r = 0.20 C/m^2, r_c = 2.0 nm, grain = 20 nm
  periodic cell side = 800 nm, independent runs = 300
Switched fraction: simulation +- standard error, formula
  J only, 40 ns: 0.0644 +- 0.0010, 0.0648
  J only, 70 ns: 0.3010 +- 0.0030, 0.3018
  J only, 100 ns: 0.6485 +- 0.0040, 0.6491
  N only, 40 ns: 0.1421 +- 0.0017, 0.1400
  N only, 70 ns: 0.3754 +- 0.0040, 0.3699
  N only, 100 ns: 0.6200 +- 0.0053, 0.6103
  J and N, 40 ns: 0.1896 +- 0.0019, 0.1957
  J and N, 70 ns: 0.5507 +- 0.0036, 0.5600
  J and N, 100 ns: 0.8581 +- 0.0029, 0.8633
Avrami exponent from J-only simulation, 40 to 100 ns: 3.00
Run-to-run spread of f at 100 ns, J only: 0.070
Real nuclei formed by 150 ns: simulation 8.755e+13 m^-2
  formula 8.758e+13 m^-2; all-space count 1.500e+14 m^-2
J only: t0 = 98.47 ns, half-switching time = 87.15 ns
  wall travel v*t0 = 98.47 nm
  current peak at 86.03 ns, where f = 0.4866
  peak current density = 4.775e+06 A/m^2 = 477.5 A/cm^2
Local exponent for J and N together
  10 ns: A_N = 0.009425, A_J = 0.001047, n_loc = 2.100
  100 ns: A_N = 0.9425, A_J = 1.047, n_loc = 2.526
  1000 ns: A_N = 94.25, A_J = 1047, n_loc = 2.917
With r_c, f at t0: lower bound 0.6321, upper bound 0.6543
  simulated: 0.6536 +- 0.0041
Radius ~ sqrt(age): share of points phantoms reach first = 0.071
Isolated grain: 1/(J a^2) = 2500 ns, a/v = 20 ns
  J a^3/v = 0.0080, 1/(J a^2 t0) = 25.4
  Unswitched fraction: sampled, exp(-J a^2 t)
  1250 ns: 0.6055, 0.6065
  2500 ns: 0.3668, 0.3679
  5000 ns: 0.1359, 0.1353
```
